The Lany–Zunger image correction in a cubic supercell

## First half: derivation of the reduced correction

### The decision

A supercell calculation of a charged vacancy returns a total energy that contains the interaction of the vacancy with its own periodic images. Before the energy can be used in a formation energy, someone has to decide how much to add. For a doubly charged oxygen vacancy in a 3×3×3 cell of SrTiO₃ with the ions held fixed, the leading image correction is about 1.40 eV, while the Lany–Zunger form of it is about 0.98 eV. If every charge state is corrected in the same way, the choice moves the transition levels that involve the doubly charged state by 0.2 to 0.3 eV.

The choice is tied to a second one: whether the electrostatic potential far from the defect is also aligned with that of the perfect crystal. The Lany–Zunger factor, 1 − 0.369(1 − 1/ε), follows from a definite assumption about the screening charge. These notes derive the factor from that assumption, and then ask what the assumption leaves out and which alignment belongs with it.

### The model and its conventions

The cell is a cube of side L and volume Ω = L³, centred on a defect of charge q. The host is a linear, isotropic medium of relative dielectric constant ε. A uniform background of density −q/Ω keeps the periodic system neutral. The cell average of the electrostatic potential is set to zero, which in a plane-wave calculation means omitting its G = 0 term.

A correction is what must be added to the periodic energy to reach the isolated one:

ΔE = E_iso − E_per.

The second radial moment of a charge density ρ is

Q = ∫ ρ(r) r² d³r,

taken over the cube with its origin at the defect. It carries the sign of the charge that is spread out. Two abbreviations will be used:

u = 1 − 1/ε,  E₁ = αq²/(8πε₀εL).

The positive number α, the Madelung constant, is defined next.

### Energy of a periodic charge

First take the density in vacuum. Define its Fourier transform over one cell by

ρ(G) = ∫ ρ(r) exp(−iG·r) d³r.

The periodic density is then (1/Ω) Σ ρ(G) exp(iG·r), summed over the reciprocal vectors G = 2πn/L, with n a vector of integers. Poisson's equation, −ε₀∇²φ = charge density, gives φ(G) = ρ(G)/(ε₀G²) for G ≠ 0. The background cancels the G = 0 component of the charge, and the convention sets φ(0) = 0. The energy per cell is half the charge times the potential:

E_per = (1/2ε₀Ω) Σ′ |ρ(G)|²/G²,

where the prime omits G = 0. For one isolated copy of the density, the sum becomes an integral:

E_iso = (1/2ε₀) ∫ |ρ(G)|²/G² d³G/(2π)³.

For a point charge both energies are infinite, but their difference is finite. Let φ be the zero-average potential of the lattice of point charges. Near one charge it is the charge's own potential plus a constant, and α is defined by that constant:

φ(r) − q/(4πε₀r) → −αq/(4πε₀L) as r → 0.

Half the charge times this constant gives

E_per − E_iso = −αq²/(8πε₀L).

### The value of α

To compute α, write each point charge as a Gaussian charge plus the remainder, which is a point minus a Gaussian. Take the Gaussian density q(η³/π^(3/2)) exp(−η²r²). Its potential is q erf(ηr)/(4πε₀r). This can be confirmed from the radial form of the Laplacian, (1/r) d²(rφ)/dr²:

(q/4πε₀r) d² erf(ηr)/dr² = −(q/ε₀)(η³/π^(3/2)) exp(−η²r²),

which is minus the density divided by ε₀. The remainder therefore has the short-ranged potential q erfc(ηr)/(4πε₀r), where erfc = 1 − erf.

The Gaussians are summed in reciprocal space, where their transform is q exp(−G²/4η²), and this part has zero average. The short-ranged part does not. Integrating by parts,

∫₀^∞ r erfc(ηr) dr = (η/√π) ∫₀^∞ r² exp(−η²r²) dr = 1/(4η²),

so the integral of erfc(ηr)/r over all space is 4π/(4η²) = π/η². Its cell average, π/(η²Ω), has to be subtracted. The full potential is

φ(r) = (q/4πε₀)[ Σₙ erfc(η|r − nL|)/|r − nL| + (4π/Ω) Σ′ exp(−G²/4η²) cos(G·r)/G² − π/(η²Ω) ].

At the origin, erfc(ηr)/r − 1/r tends to −2η/√π. Comparing with the definition of α,

α/L = 2η/√π + π/(η²Ω) − Σ′ₙ erfc(ηnL)/(nL) − (4π/Ω) Σ′ exp(−G²/4η²)/G²,

where n in the third term stands for the length of the integer vector. This is the Ewald sum. The parameter η is free, because it only divides the work between the two sums. With η = 1.8/L and integer components up to three in both sums,

α = 2.837297.

### The second-moment term

Now let the charge have a finite size, still well inside the cell, and let it have full cubic symmetry about the centre, including inversion. Expand the exponential in ρ(G) for small G. The linear term vanishes by inversion. In the quadratic term, cubic symmetry lets (G·r)² be replaced by G²r²/3:

ρ(G) = q − G²Q/6 + …

|ρ(G)|² = q² − qQG²/3 + …

The difference between a sum over G and an integral over G is needed. The term q²/G² is singular at the origin, so it is carried by a narrow Gaussian charge:

|ρ(G)|²/G² = q² exp(−G²σ²)/G² + R(G).

The function R is regular at the origin. Since exp(−G²σ²) = 1 − G²σ² + …,

R(0) = −qQ/3 + q²σ².

**The Gaussian part.** Set σ² = 1/(4η²), so that the reciprocal sum is the one in the formula for α. Solve that formula for the sum and multiply by q²/(8πε₀):

(q²/2ε₀Ω) Σ′ exp(−G²σ²)/G² = (q²/8πε₀)[ 2η/√π + π/(η²Ω) − α/L ].

The erfc terms have been dropped because they vanish for a narrow Gaussian. The first term on the right is the isolated energy of the Gaussian, since

(q²/2ε₀) ∫ exp(−G²σ²)/G² d³G/(2π)³ = (q²/4π²ε₀) · √π/(2σ) = (q²/8πε₀) · 2η/√π.

The second term is q²/(8ε₀η²Ω) = q²σ²/(2ε₀Ω). The Gaussian part therefore contributes

−αq²/(8πε₀L) + q²σ²/(2ε₀Ω)

to E_per − E_iso.

**The regular part.** Let R̃(x) be the inverse Fourier transform of R. The function Σₙ R̃(r + nL) is periodic and has the Fourier coefficients R(G)/Ω. Setting r = 0 gives the Poisson summation rule:

(1/Ω) Σ R(G) = R̃(0) + Σ′ₙ R̃(nL),

with G = 0 included on the left. The term R̃(0) is the integral ∫ R d³G/(2π)³. The terms R̃(nL) measure how the interaction between two copies of ρ a distance nL apart differs from that of two narrow Gaussians. For spherical charges that do not overlap there is no difference. For a cubic charge the first multipole that survives is the hexadecapole, whose interaction with a charge falls as L⁻⁵. Leaving these terms out, the sum without G = 0 minus the integral is −R(0)/Ω. The contribution to E_per − E_iso is

−R(0)/(2ε₀Ω) = qQ/(6ε₀Ω) − q²σ²/(2ε₀Ω).

Adding the two parts removes the auxiliary width σ:

E_per − E_iso = −αq²/(8πε₀L) + qQ/(6ε₀Ω).

The correction is the negative of this:

ΔE = αq²/(8πε₀L) − qQ/(6ε₀L³).

This is the two-term Makov–Payne formula in the present sign convention. If q and Q have the same sign, spreading the charge lowers the correction. The physical reason lies in the neutralizing background. Within a spherical spread-out charge the potential is weaker than that of a point charge, so the background there is attracted less strongly, by qQ/(6ε₀Ω) in total. The interaction with separated spherical images is unchanged.

### Where the screening charge goes

Put a point charge q in the dielectric. For every G ≠ 0, Gauss's law with the factor ε reduces the total charge to ρ(G)/ε. The G = 0 component behaves differently. The polarization charge is −∇·P, and its integral over a cell is the flux of P through the cell surface. Since P is periodic, the fluxes through opposite faces cancel, and the polarization charge of a cell sums to zero. The G = 0 component of defect plus polarization charge therefore remains q.

Back in real space, within one cell,

ρ_tot(r) = (1/Ω)[ q + (q/ε) Σ′ exp(iG·r) ].

Add and subtract the missing term q/ε in the sum. The completed sum is a delta function:

ρ_tot(r) = (q/ε) δ(r) + qu/Ω.

At the defect, the screening charge −qu reduces q to q/ε. The opposite charge +qu is spread uniformly through the cell. In a large finite crystal it would lie on the remote outer surface; in a periodic cell there is no such surface. The uniform charge can also be read as the response of the host to the background: it reduces the background density from −q/Ω to −q/(εΩ).

### The moment of the uniform charge

The point part of ρ_tot sits at r = 0 and has no second moment. For the uniform part, the mean of x² over the cube is

(1/L) ∫ x² dx from −L/2 to L/2 = L²/12.

The three directions together give a mean of r² equal to L²/4, and so

Q = quL²/4.

This moment grows with the cell. A fixed, compact charge has a fixed Q, and its second-moment correction falls as L⁻³. Here Q grows as L², so the same term falls only as L⁻¹ and competes with the leading one at every cell size.

### The Lany–Zunger closure

If a rigid, compact charge is placed in the dielectric, every potential it produces is divided by ε, in the periodic and in the isolated system alike. Both terms of the correction are then divided by ε:

ΔE = αq²/(8πε₀εL) − qQ/(6ε₀εL³).

In this statement Q is the moment of the rigid charge itself. The Lany–Zunger step is to use the moment of the spread screening charge in its place. This is an assumption. It does not follow from the formula, which was derived for a compact charge whose screening is already described by ε. Granting it, the second term becomes

q · (quL²/4)/(6ε₀εL³) = q²u/(24ε₀εL).

Its ratio to the first term is

[q²u/(24ε₀εL)] · [8πε₀εL/(αq²)] = 8πu/(24α) = (π/3α)u.

With α = 2.837297, the coefficient π/(3α) is 0.369. The corrected energy therefore uses

E_LZ = [αq²/(8πε₀εL)] · [1 − 0.369(1 − 1/ε)].

For ε = 1 there is no screening charge and no reduction. For large ε the factor tends to 0.631, while the correction itself falls as 1/ε. The number 0.369 belongs to the cubic cell, through both α and the mean of r².

## Second half: meaning, alignment and an example

### What is carried over

A defect of charge q sits at the centre of a cube of side L and volume Ω = L³, in a host of dielectric constant ε, with u = 1 − 1/ε. Corrections ΔE = E_iso − E_per are added to the periodic energy, and the cell average of the potential is zero. The leading correction is E₁ = αq²/(8πε₀εL), with α = 2.8373. The screened total charge is (q/ε)δ(r) + qu/Ω. Inserting the second moment of its uniform part, Q = quL²/4, into the screened Makov–Payne formula gave

E_LZ = E₁(1 − 0.369u).

### What a linear dielectric gives

The same model can be solved without the closure. The energy needed to charge a defect in a linear medium is half its charge times the potential at its position. Including the background, the total charge density is

(q/ε)δ(r) + qu/Ω − q/Ω = (q/ε)[δ(r) − 1/Ω].

This is the point-charge lattice with its background, divided by ε. The image part of the potential at the defect is therefore −αq/(4πε₀εL), and

ΔE = αq²/(8πε₀εL) = E₁.

There is no reduction. The uniform charge has only a G = 0 component, and with a zero-average potential that component does no work. Within this model the Lany–Zunger factor is thus not a further piece of the image energy. Its meaning has to be sought in the reference of the potential.

### The second moment as a potential reference

Consider in vacuum a point charge q together with its own background cube of charge −q. This unit is neutral, and by symmetry it has no dipole or quadrupole. Its potential falls off as r⁻⁵, so the potentials of all such units can be added directly in space. The average of the result over a cell is the integral of one unit's potential over all space, divided by Ω. That integral is the G → 0 limit of ρ(G)/(ε₀G²). For a neutral unit with second moment M, ρ(G) = −G²M/6 + …, so

average potential = −M/(6ε₀Ω).

The point has no moment and the background cube has M = −qL²/4. The average is

qL²/(24ε₀Ω) = (π/6) q/(4πε₀L).

Adding potentials cube by cube therefore gives a potential higher than the zero-average one by this constant. In units of q/(4πε₀L), the potential at a charge due to everything else is then −α + π/6 = −2.3137 instead of −2.8373.

The amount removed by the Lany–Zunger factor can be written with the same constant:

q²u/(24ε₀εL) = (u/ε) · q · [qL²/(24ε₀Ω)].

It is the defect charge times a shift of potential reference, scaled by u/ε. A correction that contains such a shift needs a matching statement about where the zero of potential is taken.

### Alignment far from the defect

A formation energy counts electrons exchanged with a reservoir, whose level is measured from a band edge of the perfect crystal. Suppose the potential in the supercell far from the defect is φ_far, and that this region is taken to represent the perfect crystal. The electron energies there are shifted by −eφ_far. Making the defect charge q means moving q/e electrons to the reservoir, so the alignment adds

(q/e)(−eφ_far) = −qφ_far

to the formation energy. The same expression holds for negative q, where electrons are taken from the reservoir.

The model gives φ_far. Write x = r/L. Close to the defect the potential is that of the point charge plus a smooth part. The source of the smooth part inside the cell is the screened background, −q/(εΩ), so its Laplacian is q/(ε₀εΩ). Its average over a sphere of radius r is its value at the centre plus r²/6 times this Laplacian. In units of q/(4πε₀εL), the spherical average of the full potential is

1/x − α + (2π/3)x², for x ≤ 1/2.

Integrating with the weight 4πx² up to x = X gives

S(X) = 2πX² − (4π/3)αX³ + (8π²/15)X⁵.

The integral over the whole cell is zero, so the mean over the region outside the sphere is

−S(X)/(1 − 4πX³/3).

For the sphere inscribed in the cell, X = 1/2:

S = 1.5708 − 1.4856 + 0.1645 = 0.2497,

1 − 4πX³/3 = 0.4764,

mean = −0.2497/0.4764 = −0.524.

The potential far from a positive defect is negative, and the alignment term −qφ_far is positive. In the same units E₁ corresponds to α/2 = 1.4186, so the alignment term is 0.524/1.4186 = 0.369 of E₁.

To three digits this equals the Lany–Zunger coefficient. The next digits differ, 0.36944 against 0.36908, and the closed forms are different, so this is a numerical near-equality and not an identity. It also depends on the region chosen: outside a sphere of radius 0.4L the fraction is 0.288.

With the inscribed sphere, the reduced correction plus the alignment is

E₁(1 − 0.369u) + 0.369E₁ = E₁(1 + 0.369/ε).

For large ε the two steps together return the unreduced result of the linear dielectric. For moderate ε they exceed it by the fraction 0.369/ε.

Within the model this gives a practical rule. It is approximate, because the near-cancellation holds for the region outside the inscribed sphere and changes with the region chosen. The reduced correction goes with an alignment to the potential far from the defect. The unreduced correction goes with the zero-average potential and no such long-range alignment. Using the unreduced correction together with the far alignment counts the long-range potential twice; using the reduced correction alone leaves part of it out. A real defect also changes the potential through its short-ranged charge distribution, which a point charge does not describe.

### The error of the truncated expansion

The second-moment formula was derived for a compact charge, but the uniform charge fills the cell. The size of this inconsistency can be found by treating the density (q/ε)δ(r) + qu/Ω as a given charge in vacuum and comparing its energies without any expansion.

In the periodic system the uniform part is cancelled by the background and contributes nothing. In the isolated system it interacts with the point and with itself. In units of q²/(4πε₀L),

E_per − E_iso = −[ α/(2ε²) + (u/ε)I₁ + u²I₂ ].

Here I₁ is the integral of 1/r over a unit cube centred on the origin, and I₂ is the electrostatic self-energy of a unit cube of unit charge. Dividing the cube into six pyramids with their tips at the centre gives

I₁ = (3/4) ∫∫ dv dw/√(1 + v² + w²), with v and w from −1 to 1.

For I₂, the number of pairs of points with a given separation falls linearly with each component of the separation, so

I₂ = 4 ∫∫∫ (1 − x)(1 − y)(1 − z)/√(x² + y² + z²) dx dy dz, over the unit cube from 0 to 1.

Gauss–Legendre quadrature gives I₁ = 2.3801 and I₂ = 0.9412. For ε = 5 the bracket is

0.0567 + 0.3808 + 0.6023 = 1.0399.

The reduction relative to the point charge is 1.4186 − 1.0399 = 0.3787. Divided by (α/2)u = 1.1349, it gives a coefficient of 0.334 in place of 0.369. The truncation thus changes the coefficient by about a tenth of its value. This measures the error of the expansion; it does not remove the assumption behind the closure.

### Example: an oxygen vacancy in SrTiO₃

Oxygen vacancies take part in resistive switching in SrTiO₃, and the material is cubic at room temperature. Take a vacancy of charge +2e in a 3×3×3 cell. The inputs are rough typical values: a lattice constant of 0.39 nm, so L = 1.17 nm, and an electronic dielectric constant of 5. The vacancy is represented by a point charge in an isotropic medium, so this is an estimate of the correction and not an electronic-structure calculation. Three decimals are kept only so that the arithmetic can be followed; the inputs do not justify them.

With e²/(4πε₀) = 1.43996 eV nm, the energy unit is

q²/(4πε₀L) = 4 × 1.43996/1.17 = 4.923 eV.

With the ions fixed, only the electrons screen:

E₁ = 4.923 × 2.8373/(2 × 5) = 1.397 eV.

The spread charge is 2e × 0.8 = 1.6e, and the factor is

1 − 0.36908 × 0.8 = 0.7047.

The reduced correction is

E_LZ = 1.397 × 0.7047 = 0.984 eV, or 1.58 × 10⁻¹⁹ J.

The factor has removed 0.412 eV.

For the alignment, the potential can be averaged over atomic sites, as one would do with a supercell calculation. Of the sites in the cell, 70 lie at least L/2 from the vacancy. Evaluating the Ewald potential at these sites and dividing by ε gives an alignment term of 0.488 eV; the continuous average outside the inscribed sphere gives 0.516 eV. The totals are

0.984 + 0.488 = 1.472 eV with atomic sites,

0.984 + 0.516 = 1.500 eV with the continuous average.

The second exceeds E₁ by 7.4 %, which is 0.369/5. Both lie much closer to 1.397 eV than the reduced correction alone. The choice of sites matters, however. Averaging over all sites except the vacancy and its two nearest titanium neighbours gives a total of 1.12 eV, and using only the six farthest sites gives 1.72 eV.

### Relaxed ions and the real material

If the ions relax around the charged vacancy, they screen as well, and the static dielectric constant applies. Its measured value is roughly 300 near room temperature. A relaxation at zero temperature has its own static constant, which should be computed with the same method as the supercell; 300 is used here only as an illustration. Then E₁ = 0.0233 eV, the factor is 0.632 and E_LZ = 0.0147 eV. With a static constant of 200, a rough value for a hotter crystal, E_LZ is 0.0221 eV. Both are below the thermal energy at 300 K, 0.0259 eV. The choice between fixed and relaxed ions thus moves the reduced correction by 0.97 eV and the leading one by 1.37 eV, more than the Lany–Zunger factor does. The value of ε must describe the response that the supercell calculation actually allows.

The inputs are ordinary for SrTiO₃, but the real crystal departs from the model close to the vacancy. One departure is that the electronic screening cloud has a finite size. Let the response be

1/ε(G) = 1/ε + uG²/(G² + k²),

which describes a cloud of length 1/k. The second term adds the regular function q²u/(G² + k²) to the energy sum. By the summation rule of the first half, leaving out its G = 0 value lowers E_per, and so raises the correction, by

q²u/(2ε₀k²Ω).

With a rough length of 0.06 nm and fixed ions this is 0.065 eV, about 5 % of E₁. It falls as L⁻³. The cloud also moves the far potential. Its extra potential qu exp(−kr)/(4πε₀r) integrates to qu/(ε₀k²), so the zero-average convention lowers φ_far by qu/(ε₀k²Ω). The far alignment then grows by q²u/(ε₀k²Ω) = 0.130 eV, twice the cloud term in the energy. The reduced correction plus the continuous alignment becomes 1.63 eV, against 1.46 eV for E₁ plus the cloud term, an excess of about 11 % instead of 7.4 %. The near-cancellation behind the practical rule is therefore a result for locally screened point charges, and a finite cloud weakens it.

Another departure concerns relaxed ions, whose polarization P is not proportional to a strong field. A simple description is

E = P/[ε₀(ε − 1)] + βP³,

with β roughly 7 × 10⁹ V m⁵/C³. The background reduces the charge enclosed within radius r, so the mean displacement there is

D = q[1 − 4πr³/(3L³)]/(4πr²).

With P = D(1 − 1/ε) and ε = 300, the ratio of the cubic to the linear term is βε₀(ε − 1)P². At r = L/2, D is 3.55 μC/cm², the linear estimate of the field is 0.13 MV/cm, and the ratio is 0.02. At the nearest titanium site, 0.195 nm away, D is 66 μC/cm² and the ratio is about 8. By this measure the ions respond nearly linearly halfway to the next image, but not beside the vacancy. The estimate also treats ε as independent of wavelength. In SrTiO₃ the ionic response weakens at short wavelengths. If its strength falls with wavevector as 1/(1 + ξ²G²), a length ξ of about half a nanometre makes the resulting L⁻³ term in this cell comparable with the relaxed-ion E₁ itself; a shorter length makes it smaller. The relaxed-ion values above are therefore only orders of magnitude, and the convergence with cell size has to be checked. The 1/L correction describes the distant part of the field; the response of the nearest ions has to come from the supercell calculation itself.

A real switching layer also contains many vacancies, electrodes and an applied field. The correction removes the artificial images from the energy of one isolated vacancy. It does not describe the interactions among the vacancies of a device.
